# Variational donor binding in a Keldysh-screened monolayer and its dielectric environment: verification in Python

```python
"""Donor binding in a polarizable monolayer between two dielectrics.

Result under test (atomic units): for the trial state exp(-r/a) the binding
energy is E_b = [J(b) - b G(b)/2]/r0, where b = kappa a/(2 r0) solves
b^3 G(b) = kappa^2/(4 m r0). Also dE_b/d ln(kappa) = -2<T>, and raising
kappa from k1 to k2 lowers E_b by less than ln(k2/k1)/r0.
m: effective mass; r0: screening length of the sheet (2 pi polarizability);
kappa: mean dielectric constant of the two half-spaces; a: orbital radius;
J: minus r0 times the mean potential energy; G = -dJ/db; T: kinetic energy.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, struve, y0

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10


def potential(r, kappa, r0):
    x = kappa * r / r0
    return -np.pi / (2 * r0) * (struve(0, x) - y0(x))


def J_closed(b):
    L = (np.arcsinh(1 / b) + np.arcsinh(b)) / np.sqrt(1 + b * b)
    return (L + b - 1) / (1 + b * b)


def G_closed(b):
    L = (np.arcsinh(1 / b) + np.arcsinh(b)) / np.sqrt(1 + b * b)
    dL = ((b - 1) / b - b * L) / (1 + b * b)
    return (2 * b * J_closed(b) - 1 - dL) / (1 + b * b)


def variational(m, kappa, r0):
    """Optimal radius, binding energy and kinetic energy."""
    target = kappa**2 / (4 * m * r0)
    log_b = brentq(lambda y: np.log(np.exp(3 * y) * G_closed(np.exp(y))
                                    / target),
                   np.log(1e-5), np.log(1e5), xtol=1e-13)
    b = np.exp(log_b)
    kinetic = b * G_closed(b) / (2 * r0)
    return 2 * r0 * b / kappa, J_closed(b) / r0 - kinetic, kinetic


def log_law(m, kappa, r0):
    root = np.sqrt(m * r0)
    return (np.log(4 * root / kappa) - 1.5 + kappa / root) / r0


def trial_energy(a, m, kappa, r0):
    """Energy of exp(-r/a) by quadrature in real space, x = r/a."""
    def density(x):
        return 4 * x * np.exp(-2 * x)
    kin = quad(lambda x: density(x) / (2 * m * a * a), 0, 30)[0]
    pot = quad(lambda x: density(x) * potential(a * x, kappa, r0),
               0, 30, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return kin + pot


def radial_solution(m, kappa, r0, radius, n=6000):
    """Lowest s state on a radial grid: binding and kinetic energy."""
    h = radius / n
    r = (np.arange(n) + 0.5) * h
    v = potential(r, kappa, r0)
    diagonal = 1 / (m * h * h) + v
    faces = np.arange(1, n) * h
    off = -faces / (2 * m * h * h * np.sqrt(r[:-1] * r[1:]))
    e, w = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    weight = w[:, 0]**2 / np.sum(w[:, 0]**2)
    return -e[0], e[0] - np.sum(weight * v)


def slab_poisson(q, eps_top, eps_bottom, r0, d=0.02):
    """Potential of a unit charge in a thin slab, one Fourier component."""
    inner = np.linspace(-d / 2, d / 2, 21)
    outer = np.geomspace(d / 2, 30 / q, 3000)
    edges = np.concatenate((-outer[::-1], inner[1:-1], outer))
    h = np.diff(edges)
    z = (edges[1:] + edges[:-1]) / 2
    inside = np.abs(z) < d / 2
    eps = np.where(inside, 1 + 2 * r0 / d,
                   np.where(z > 0, eps_top, eps_bottom))
    resist = h / (2 * eps)
    link = 1 / (resist[:-1] + resist[1:])
    diagonal = eps * q * q * h
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += 1 / resist[0]
    diagonal[-1] += 1 / resist[-1]
    bands = np.zeros((3, len(h)))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.where(inside, 4 * np.pi * h / d, 0.0)
    return np.mean(solve_banded((1, 1), bands, source)[inside])


mass = 0.5
r0_angstrom = 40.0
r0 = r0_angstrom / BOHR
environments = [(1.0, 1.0), (1.0, 2.0), (1.0, 4.0), (4.0, 4.0)]

# Screening law against Poisson's equation for a thin slab.
for q in (0.01, 0.05):
    for top, bottom in ((1.0, 1.0), (1.0, 4.0)):
        law = 2 * np.pi / (q * ((top + bottom) / 2 + r0 * q))
        assert abs(slab_poisson(q, top, bottom, r0) / law - 1) < 1e-3

# Real-space potential against its exponential-integral form.
for kappa in (1.0, 4.0):
    for x in (0.1, 1.0, 5.0):
        integral = quad(lambda s: np.exp(-kappa * s) / np.hypot(x, s),
                        0, np.inf, epsabs=1e-11, limit=300)[0]
        assert abs(-integral / r0 / potential(x * r0, kappa, r0) - 1) < 1e-7

# Near the donor: logarithmic well, shifted rigidly by the surroundings.
near = 1e-3 * r0
shift = potential(near, 4.0, r0) - potential(near, 1.0, r0)
assert abs(shift * r0 / np.log(4.0) - 1) < 5e-3
well = np.log(near / (2 * r0)) + np.euler_gamma
assert abs(potential(near, 1.0, r0) * r0 - well) < 2e-3

# Form factor of the trial density, with lengths in units of a.
for qa in (0.5, 2.0, 5.0):
    numeric = quad(lambda x: 4 * x * np.exp(-2 * x) * j0(qa * x), 0, 30,
                   limit=200)[0]
    assert abs(numeric - (1 + qa**2 / 4)**-1.5) < 1e-8

# Closed forms of J and G against their defining integrals.
for b in (0.05, 0.5, 3.0):
    for power, closed in ((1, J_closed(b)), (2, G_closed(b))):
        def integrand(t):
            return (1 + t * t)**-1.5 / (t + b)**power
        numeric = quad(integrand, 0, 1)[0] + quad(integrand, 1, np.inf)[0]
        assert abs(numeric / closed - 1) < 1e-7

# The stationary point is unique.
b_grid = np.geomspace(1e-3, 1e3, 400)
assert np.all(np.diff(b_grid**3 * G_closed(b_grid)) > 0)

# Logarithmic and hydrogenic limits, including the first corrections.
assert abs(variational(1.0, 1.0, 1e4)[1] - log_law(1.0, 1.0, 1e4)) * 1e4 < 1e-3
assert abs(variational(1.0, 1.0, 1e4)[0] / 100 - 1) < 0.02
small_r0 = 0.002
drop = 2 * 0.5 / 4.0**2 - variational(0.5, 4.0, small_r0)[1]
assert abs(drop / (16 * 0.5**2 * small_r0 / 4.0**4) - 1) < 0.05

results = []
for top, bottom in environments:
    kappa = (top + bottom) / 2
    a, e_var, t_var = variational(mass, kappa, r0)
    direct = minimize_scalar(trial_energy, bounds=(2.0, 60.0),
                             args=(mass, kappa, r0), method="bounded",
                             options={"xatol": 1e-7})
    assert abs(-direct.fun - e_var) < 1e-8
    assert abs(direct.x / a - 1) < 1e-3
    radius = 25 / np.sqrt(2 * mass * e_var)
    e_num, t_num = radial_solution(mass, kappa, r0, radius)
    e_coarse = radial_solution(mass, kappa, r0, radius, n=3000)[0]
    assert abs(e_num - e_coarse) * HARTREE < 1e-4
    assert e_var < e_num < 2 * mass / kappa**2
    # Derivative law for the numerical and for the variational state.
    step = 0.02
    up, down = kappa * np.exp(step), kappa * np.exp(-step)
    slope_num = (radial_solution(mass, up, r0, radius)[0]
                 - radial_solution(mass, down, r0, radius)[0]) / (2 * step)
    slope_var = (variational(mass, up, r0)[1]
                 - variational(mass, down, r0)[1]) / (2 * step)
    assert abs(slope_num / (-2 * t_num) - 1) < 2e-3
    assert abs(slope_var / (-2 * t_var) - 1) < 2e-3
    results.append((top, bottom, kappa, a, e_var, e_num, t_var, t_num))

# Two-sided bound on the reduction, for both sets of energies.
for first, second in zip(results[:-1], results[1:]):
    limit = np.log(second[2] / first[2]) / r0
    for column in (4, 5):
        assert 0 < first[column] - second[column] < limit

print(f"effective mass = {mass:.2f} electron masses")
print(f"screening length r0 = {r0_angstrom:.1f} angstrom")
print(f"m r0 in atomic units = {mass * r0:.2f}")
print(f"energy unit 1/r0 = {HARTREE / r0:.4f} eV")
print(f"log-limit radius sqrt(r0/m) = {np.sqrt(r0 / mass) * BOHR:.3f} angstrom")
free = results[0]
for top, bottom, kappa, a, e_var, e_num, t_var, t_num in results:
    print(f"-- eps top {top:.0f}, bottom {bottom:.0f}: kappa = {kappa:.2f}")
    print(f"b = {kappa * a / (2 * r0):.4f}, radius a = {a * BOHR:.3f} angstrom")
    print(f"E_b variational = {e_var * HARTREE:.4f} eV")
    print(f"E_b radial grid = {e_num * HARTREE:.4f} eV")
    print(f"trial-function deficit = {100 * (1 - e_var / e_num):.2f} percent")
    print(f"2T variational = {2 * t_var * HARTREE:.4f} eV")
    print(f"2T radial grid = {2 * t_num * HARTREE:.4f} eV")
    print(f"log-law estimate = {log_law(mass, kappa, r0) * HARTREE:.4f} eV")
    if kappa > 1:
        print(f"reduction variational = {(free[4] - e_var) * HARTREE:.4f} eV")
        print(f"reduction radial grid = {(free[5] - e_num) * HARTREE:.4f} eV")
        print(f"upper bound on reduction = {np.log(kappa) / r0 * HARTREE:.4f} eV")
        print(f"retained: variational {e_var / free[4]:.4f}, "
              f"1/kappa^2 {1 / kappa**2:.4f}")
print("OK")
```

Printed output:

```
effective mass = 0.50 electron masses
screening length r0 = 40.0 angstrom
m r0 in atomic units = 37.79
energy unit 1/r0 = 0.3600 eV
log-limit radius sqrt(r0/m) = 6.506 angstrom
-- eps top 1, bottom 1: kappa = 1.00
b = 0.0871, radius a = 6.972 angstrom
E_b variational = 0.6640 eV
E_b radial grid = 0.6774 eV
trial-function deficit = 1.98 percent
2T variational = 0.3136 eV
2T radial grid = 0.3171 eV
log-law estimate = 0.6714 eV
-- eps top 1, bottom 2: kappa = 1.50
b = 0.1347, radius a = 7.186 angstrom
E_b variational = 0.5404 eV
E_b radial grid = 0.5522 eV
trial-function deficit = 2.14 percent
2T variational = 0.2951 eV
2T radial grid = 0.2994 eV
log-law estimate = 0.5547 eV
reduction variational = 0.1236 eV
reduction radial grid = 0.1252 eV
upper bound on reduction = 0.1460 eV
retained: variational 0.8139, 1/kappa^2 0.4444
-- eps top 1, bottom 4: kappa = 2.50
b = 0.2376, radius a = 7.603 angstrom
E_b variational = 0.3973 eV
E_b radial grid = 0.4066 eV
trial-function deficit = 2.30 percent
2T variational = 0.2636 eV
2T radial grid = 0.2689 eV
log-law estimate = 0.4294 eV
reduction variational = 0.2667 eV
reduction radial grid = 0.2707 eV
upper bound on reduction = 0.3299 eV
retained: variational 0.5983, 1/kappa^2 0.1600
-- eps top 4, bottom 4: kappa = 4.00
b = 0.4106, radius a = 8.212 angstrom
E_b variational = 0.2819 eV
E_b radial grid = 0.2887 eV
trial-function deficit = 2.35 percent
2T variational = 0.2260 eV
2T radial grid = 0.2316 eV
log-law estimate = 0.3480 eV
reduction variational = 0.3821 eV
reduction radial grid = 0.3887 eV
upper bound on reduction = 0.4991 eV
retained: variational 0.4245, 1/kappa^2 0.0625
OK
```
